Depletion width at a doped semiconductor surface and thin slab models

A symmetric slab 30 Å thick, with 10¹⁷ donors per cubic centimetre and a relative permittivity of 10, can bend its bands upward by at most 0.0002 eV between its centre and its surfaces, as long as no holes form. Under the same condition, the bands at the surface of a thick crystal of the same material can bend by 0.5 eV, and that bending reaches about 743 Å into the solid. The material and the law of electrostatics are the same in both cases. What differs is the amount of donor charge within reach of the surface.

**The model**

The crystal fills the half-space z > 0. It is n-type, with a uniform density N of donors, all ionised, so each carries one positive charge. Deep inside, mobile electrons of the same density N make the crystal neutral. Surface states have trapped electrons, and this negative sheet of charge repels the mobile electrons from the region below it. The energy of an electron is therefore higher near the surface than in the bulk: the bands bend upward, by an amount V at z = 0.

The numbers are round model parameters and describe no particular material: V = 0.5 eV, ε = 10, and N = 10¹⁷ cm⁻³ = 10⁻⁷ Å⁻³. The algebra is in atomic units, where the elementary charge is 1 and a charge density ρ enters Poisson's equation with a factor 4π. The permittivity is a constant, and all potentials are averages over atomic distances and over the surface plane. The rapid potential variation within the outermost atomic layers is not part of V.

**An estimate from a capacitor**

Suppose that the electrons have left a layer of thickness W completely. The layer then holds a donor charge N W per unit area, and the surface holds −N W. By Gauss's law, two sheets with these charges have between them a field of magnitude

4πN W/ε.

The donors do not sit in one sheet, but their average depth is W/2. Placing all of them at that depth gives a capacitor with plate separation W/2, and the energy change of an electron across it is field times distance:

V ≈ (4πN W/ε)(W/2) = 2πN W²/ε.

Solving for W gives

W ≈ √(εV/(2πN)).

In atomic units the inputs are V = 0.018375 hartree and N = 1.4818 × 10⁻⁸ bohr⁻³, so

W ≈ √(10 × 0.018375/(2π × 1.4818 × 10⁻⁸)) bohr ≈ 1405 bohr.

This is 743 Å, or 74 nm. The width is large because the donors are sparse: a thick layer is needed to collect enough charge to produce half an electronvolt.

**The derivation in the depletion approximation**

The estimate left open whether the average depth may stand for the whole distribution, and it gave no profile. Both follow from Poisson's equation. For the electrostatic potential φ it reads

φ″ = −4πρ/ε,

where primes denote derivatives with respect to z. An electron has charge −1, so its potential energy is u = −φ, with the zero of u chosen in the neutral bulk. The sign changes, and

u″ = 4πρ/ε.

The depletion approximation sets ρ = N for 0 < z < W and ρ = 0 for z > W. Beyond W the crystal is neutral and free of field, so u = 0 and u′ = 0 there. Since no sheet of charge sits at z = W, both u and u′ are continuous, which gives the two conditions u(W) = 0 and u′(W) = 0.

Integrating u″ = 4πN/ε from z to W gives

u′(W) − u′(z) = (4πN/ε)(W − z),

and, because u′(W) = 0,

u′(z) = −(4πN/ε)(W − z).

A second integration from z to W gives

u(W) − u(z) = −(4πN/ε) ∫ (W − z′) dz′ = −(2πN/ε)(W − z)²,

where the integral runs from z to W. With u(W) = 0,

u(z) = (2πN/ε)(W − z)².

At the surface u(0) = V, so V = 2πN W²/ε. This is the capacitor result, including its factor of 2. Dividing the profile by V gives

u(z) = V(1 − z/W)².

The agreement has a simple reason. Multiply Poisson's equation by z and integrate over the crystal. Integration by parts gives

∫ z u″ dz = [z u′] − ∫ u′ dz = 0 − (0 − V) = V,

because z u′ vanishes at the surface and deep inside. Hence

V = (4π/ε) ∫ z ρ dz.

The bending depends on the charge distribution through its first moment, which is the total charge times its average depth. Replacing the donors by one sheet at their average depth leaves V unchanged, although it changes the profile.

The profile shows what a reach of 743 Å means. The bending is 0.281 eV at z = W/4, 0.125 eV at W/2 and 0.031 eV at 3W/4. Half the width thus contains three quarters of the energy change, but even there, hundreds of ångström below the surface, the remaining 0.125 eV is well above the thermal energy at room temperature.

The surface charge has magnitude

N W = 10⁻⁷ Å⁻³ × 743.4 Å = 7.43 × 10⁻⁵ elementary charges per Å²,

or one trapped electron per 13,500 Å², approximately. A very low density of charged surface states is enough to produce the bending.

**Mobile electrons and the edge of the layer**

Real electrons do not stop at a sharp plane. Let θ = k_BT be the thermal energy, 0.02585 eV at 300 K. If the electron gas is dilute enough for Boltzmann statistics, its density is N exp(−u/θ), and holes are neglected. The net charge density is then ρ = N(1 − exp(−u/θ)), so

u″ = (4πN/ε)(1 − exp(−u/θ)).

Multiplying by u′ turns both sides into derivatives with respect to z. The left side is the derivative of u′²/2. On the right, the integral of 1 − exp(−u/θ) over u is u + θ exp(−u/θ) plus a constant. Both u and u′ vanish in the bulk, which fixes that constant as −θ:

u′²/2 = (4πN/ε)[u − θ(1 − exp(−u/θ))].

A sharp width no longer exists, but an equivalent length L can be defined by writing the net charge per area below the surface as N L. Integrating Poisson's equation over the crystal gives

N L = ∫ ρ dz = (ε/4π) ∫ u″ dz = −(ε/4π) u′(0).

Squaring this and inserting u′² at the surface, where u = V, gives

N²L² = (ε/4π)² (8πN/ε)[V − θ(1 − exp(−V/θ))]
= (εN/2π)[V − θ(1 − exp(−V/θ))].

Division by N² and use of W² = εV/(2πN) leave

L = W √(1 − (θ/V)(1 − exp(−V/θ))).

For V much larger than θ the exponential is negligible. In the example θ/V = 0.0517, and

L ≈ 743.4 Å × √(1 − 0.0517) ≈ 724 Å,

which is 2.6 % below W. The first moment explains the direction of the change. The net charge density cannot exceed N, so a given charge has its smallest average depth when it is packed into a full layer next to the surface. Thermal electrons spread the edge and move part of the charge deeper. Less charge is then needed for the same V.

To compare the profiles, the nonlinear equation was solved on a grid by finite differences and Newton iteration, with u = 0 imposed far inside the crystal. The parabola differs from this solution by at most 0.019 eV, which is about 4 % of V and less than θ. Its relative error is not small near the edge, since the parabola is zero at W and the thermal solution is not.

The opposite limit, V much smaller than θ, is a different regime. Expanding the exponential gives 1 − exp(−u/θ) ≈ u/θ, and Poisson's equation becomes

u″ = u/λ², with λ = √(εθ/(4πN)).

The solution that vanishes in the bulk is u = V exp(−z/λ). The range is now the Debye length λ, which does not depend on V, and the crystal near the surface is only slightly depleted. The ratio λ/W = √(θ/(2V)) shows that the depletion picture needs V well above θ. In the example the ratio is √0.02585 ≈ 0.16. Even so, the edge is not sharp: the electron density rises from 10 % to 90 % of N over about 410 Å, which is more than half of W. The depletion approximation gives the surface charge and the band profile well, but not the electron density near the edge.

**What a slab can hold**

Now take a neutral slab of thickness d with two equal surfaces and no field in the vacuum. Let x be the distance from its central plane, and measure u from its value there. By symmetry u′ = 0 at x = 0. Without holes the net charge density is N minus the electron density, so it cannot exceed N:

u″ ≤ 4πN/ε.

Integrating from the centre gives u′(x) ≤ 4πN x/ε. Integrating again up to the surface at x = d/2 gives

u(d/2) ≤ (2πN/ε)(d/2)² = V (d/(2W))².

In the last step 2πN/ε was replaced by V/W², with V = 0.5 eV as the reference bending. Equality requires that all mobile electrons have gone to the surfaces. The bound excludes the reference bending V when d < 2W. In the depletion approximation, a thicker slab has room for a full depletion layer at each surface.

For d = 30 Å,

0.5 eV × (30/1486.8)² ≈ 2.0 × 10⁻⁴ eV.

For 50 Å the limit is 5.7 × 10⁻⁴ eV, and for 100 Å it is 2.3 × 10⁻³ eV. All three are far below both 0.5 eV and θ. Averaged over planes parallel to the surface, the bands of such a slab are nearly flat on this scale, however many electrons its surface states could accept. Close to a single donor the potential varies far more.

If only one face carries charge and the field vanishes at the other, the same integration runs over the full thickness d instead of d/2. The limit is then four times larger, about 8 × 10⁻⁴ eV for 30 Å, and the conclusion stands. Two faces with opposite charges are another matter: they produce a field across the slab that does not come from the donors, and the bound does not cover it.

**Slab and crystal compared**

The slab is not equivalent to the outer part of the thick crystal. In the crystal the slope of the bands at the surface has magnitude 4πN W/ε = 2V/W, so the energy changes over the outermost 15 Å by about

(2 × 0.5 eV/743.4 Å) × 15 Å ≈ 0.020 eV.

The slab has the same 15 Å between surface and centre, but at most 0.0002 eV of bending. Since the field vanishes in the bulk, Gauss's law fixes the field at any depth by the net charge that lies below that depth. Near the crystal surface nearly all of this charge lies deeper than 15 Å, and the slab does not contain it. Each half of the slab holds 15/743.4, or 2.0 %, of the donor charge per area that balances the surface of the crystal.

In the depletion approximation, one way to fit 0.5 eV into the 30 Å slab is to raise the doping until the depletion width equals 15 Å; nearly all mobile electrons must then have gone to the surfaces. Since W varies as 1/√N, the density must grow by the factor (743.4/15)² ≈ 2460, to 2.46 × 10⁻⁴ Å⁻³. That is a different material. With an assumed atomic density of 0.05 Å⁻³, about one atom in 200 would be a donor, and full ionisation and a dilute electron gas could no longer be taken for granted.

Keeping the original doping makes the cell large. One donor occupies a volume 1/N = 10⁷ Å³, a cube with an edge of 215 Å. At the same atomic density this volume holds

10⁷ Å³ × 0.05 Å⁻³ = 5 × 10⁵ atoms.

No choice of cell shape reduces this number if the cell must contain a whole donor at the stated density.

The donor charge can instead be smeared out, for example by giving the nuclei slightly fractional charges. A narrow cell with a surface area of 10 Å² and a thickness of 2W = 1487 Å then has room for both depletion layers, if their soft edges are ignored; a neutral region at the centre would need a thicker cell. With Boltzmann electrons at 300 K and the surfaces held 0.5 eV above the level of the neutral bulk, this cell bends by only 0.46 eV, and the electron density at its centre is about 0.2 N. It contains

1487 Å × 10 Å² × 0.05 Å⁻³ ≈ 743 atoms.

That this equals the number of ångström in W is an accident of the chosen area and density, whose product with 2 is 1 Å⁻¹. Each face would carry only 7.4 × 10⁻⁴ of an elementary charge. Such a cell is conceivable, so the width does not exclude every possible slab supercell. It does exclude slabs of a few tens of ångström: W is 25 times the thickness of a 30 Å slab and 7 times that of a 100 Å slab.

**Where the estimate fails**

The formula W = √(εV/(2πN)) is modest in its demands, because errors in ε, V or N enter under a square root. It fails when V is not well above θ, as shown above. It also fails when the bending is strong enough to raise the hole density at the surface well above N, because the positive charge of the holes then adds substantially to that of the donors. Whether this happens in the example depends on the gap. For an intrinsic carrier density of 10¹⁰ cm⁻³, as in silicon, the surface hole density reaches N only at V ≈ 0.83 eV. For 2.4 × 10¹³ cm⁻³, as in germanium, it is already about 15 N at V = 0.5 eV, and the surface charge is about 30 % above N W. The slab bound is no longer guaranteed once holes make the net density exceed N.

The uniform density N is itself an average. The typical donor spacing of 215 Å is smaller than W, but not by a large factor, so the parabola describes the potential averaged over the surface plane. The potential near a single donor, or beneath a single charged surface state, departs from it. The spacing is larger than the Debye length of 120 Å, and randomly placed donors cause local fluctuations of roughly 0.01 to 0.02 eV, not far below θ. Since the electron density depends nonlinearly on u, the thermal results for the edge (724 Å, 0.019 eV, 410 Å) hold for smeared-out donors and are only a guide for discrete ones.

Within these limits a division of labour is reasonable. A thin slab can describe the atomic structure of the surface, provided that a surface field of about 0.0013 eV/Å changes it little and that the structure does not depend on the trapped charge. The second condition can fail for charged defects or adsorbates, since the slab cannot supply that charge. The position of the surface states relative to the band edges needs more care, because confinement shifts the band edges of a thin slab; this position has to be checked for convergence with the slab thickness. The long-range bending can then be added from the continuum equation. Its inputs are the permittivity, the temperature, the doping of the real crystal, and either the bending V or the surface charge.

Numerical values quoted here were computed with a short program.
